# Gain limits for proportional correction of two coupled mask edges: a program that tests the result

```python
"""Uniform proportional feedback on two coupled mask edges.

Result under test: with self-response 1.5 and cross-response 0.5, the
simultaneous update  x -> x - g*e  removes every initial edge error e
if and only if the gain g satisfies 0 < g < 1.

Symbols: x = mask-edge displacements at wafer scale (nm, outward positive),
e = printed edge errors (nm), g = dimensionless gain,
s = (e1+e2)/2 = common error, d = (e1-e2)/2 = difference error.
The printed error is e = initial error + response * x.
"""
import numpy as np

SELF = 1.5
CROSS = 0.5


def run_feedback(start, gain, steps, cross=CROSS):
    """Run the loop on mask positions; return error history and positions."""
    x1, x2 = 0.0, 0.0
    history = []
    for step in range(steps + 1):
        e1 = start[0] + (SELF * x1 + cross * x2)
        e2 = start[1] + (SELF * x2 + cross * x1)
        history.append((e1, e2))
        if step < steps:
            x1 -= gain * e1
            x2 -= gain * e2
    return np.array(history), np.array([x1, x2])


def worst(errors):
    return float(np.max(np.abs(errors)))


# The predicted interval against direct runs from two independent starts.
# The slowest convergent case on this grid shrinks by 0.98 per step.
converging = []
for i in range(-25, 76):
    gain = i / 50
    final = [worst(run_feedback(start, gain, 800)[0][-1])
             for start in ((1.0, 0.0), (0.0, 1.0))]
    converged = max(final) < 1e-6
    assert converged == (0 < gain < 1), (gain, final)
    if converged:
        converging.append(gain)

# The closed solution against direct runs, for arbitrary starts.
rng = np.random.default_rng(4)
for gain in (-0.2, 0.3, 0.5, 2 / 3, 0.9, 1.0, 1.3):
    start = rng.normal(size=2)
    history, _ = run_feedback(start, gain, 12)
    k = np.arange(13)
    s = (start[0] + start[1]) / 2 * (1 - 2 * gain) ** k
    d = (start[0] - start[1]) / 2 * (1 - gain) ** k
    assert np.allclose(history, np.column_stack((s + d, s - d)),
                       rtol=1e-9, atol=1e-10)

# A purely antisymmetric error is removed even at a gain above one.
special, _ = run_feedback((1.0, -1.0), 1.5, 30)
assert worst(special[-1]) < 1e-6
assert worst(run_feedback((1.0, 1.0), 1.5, 30)[0][-1]) > 1e6

# Ignoring the coupling wrongly predicts convergence at gain 1.2.
isolated, _ = run_feedback((1.0, 1.0), 1.2, 20, cross=0.0)
coupled, _ = run_feedback((1.0, 1.0), 1.2, 20)
assert worst(isolated[-1]) < 0.05
assert worst(coupled[-1]) > 100
for gain, expected in ((1.32, True), (1.35, False)):
    end = run_feedback((1.0, 1.0), gain, 800, cross=0.0)[0][-1]
    assert (worst(end) < 1e-6) == expected

# Best worst-case factor from numerical eigenvalues on a gain grid.
response = np.array([[SELF, CROSS], [CROSS, SELF]])
gains = np.arange(0, 301) / 300
factors = np.array([np.max(np.abs(np.linalg.eigvalsh(
    np.eye(2) - gain * response))) for gain in gains])
best = int(np.argmin(factors))
assert abs(gains[best] - 2 / 3) < 1e-12
assert abs(factors[best] - 1 / 3) < 1e-12

# Worked example.
initial = np.array([6.0, 2.0])
tolerance = 0.1
target_mask = -np.linalg.solve(response, initial)
for gain in (0.5, 2 / 3, 0.9):
    _, reached = run_feedback(initial, gain, 200)
    assert np.allclose(reached, target_mask, atol=1e-9)

print(f"self-response = {SELF:.1f} (dimensionless)")
print(f"cross-response = {CROSS:.1f} (dimensionless)")
modes = np.linalg.eigvalsh(response)
print(f"difference response = {modes[0]:.4f} (dimensionless)")
print(f"common response = {modes[1]:.4f} (dimensionless)")
print(f"gain grid tested: -0.50 to 1.50, spacing {1 / 50:.2f}")
print(f"lowest converging grid gain = {min(converging):.2f}")
print(f"highest converging grid gain = {max(converging):.2f}")
print(f"best gain = {gains[best]:.4f}")
print(f"worst-case factor per step at best gain = {factors[best]:.4f}")
print(f"initial errors = {initial[0]:.1f} nm, {initial[1]:.1f} nm")
print(f"initial common error s = {initial.mean():.1f} nm")
print(f"initial difference error d = {(initial[0] - initial[1]) / 2:.1f} nm")
shown = np.round(target_mask, 9) + 0.0
print(f"final mask displacements = {shown[0]:.4f} nm, {shown[1]:.4f} nm")

for gain in (0.5, 2 / 3, 1.0, 1.1):
    history, _ = run_feedback(initial, gain, 4)
    for step in range(1, 5):
        e1, e2 = history[step]
        print(f"gain {gain:.4f}, update {step}: "
              f"e1 = {e1:.4f} nm, e2 = {e2:.4f} nm")

history, _ = run_feedback(initial, 1.1, 10)
print(f"gain 1.1, largest error after 10 updates = {worst(history[-1]):.2f} nm")
print(f"error tolerance = {tolerance:.1f} nm")
for gain in (0.5, 2 / 3, 0.9):
    history, _ = run_feedback(initial, gain, 100)
    inside = np.max(np.abs(history), axis=1) < tolerance
    count = int(np.argmax(inside))
    assert inside[count:].all() and not inside[:count].any()
    print(f"gain {gain:.4f}: updates to tolerance = {count}, "
          f"largest error then = {worst(history[count]):.4f} nm")

print("start (1, 1) nm, gain 1.2, after 20 updates:")
print(f"  coupling ignored: largest error = {worst(isolated[-1]):.4f} nm")
print(f"  coupling included: largest error = {worst(coupled[-1]):.1f} nm")
print(f"start (1, -1) nm, gain 1.5, after 30 updates: "
      f"largest error = {worst(special[-1]):.1e} nm")
print("verified")
```

It prints:

```
self-response = 1.5 (dimensionless)
cross-response = 0.5 (dimensionless)
difference response = 1.0000 (dimensionless)
common response = 2.0000 (dimensionless)
gain grid tested: -0.50 to 1.50, spacing 0.02
lowest converging grid gain = 0.02
highest converging grid gain = 0.98
best gain = 0.6667
worst-case factor per step at best gain = 0.3333
initial errors = 6.0 nm, 2.0 nm
initial common error s = 4.0 nm
initial difference error d = 2.0 nm
final mask displacements = -4.0000 nm, 0.0000 nm
gain 0.5000, update 1: e1 = 1.0000 nm, e2 = -1.0000 nm
gain 0.5000, update 2: e1 = 0.5000 nm, e2 = -0.5000 nm
gain 0.5000, update 3: e1 = 0.2500 nm, e2 = -0.2500 nm
gain 0.5000, update 4: e1 = 0.1250 nm, e2 = -0.1250 nm
gain 0.6667, update 1: e1 = -0.6667 nm, e2 = -2.0000 nm
gain 0.6667, update 2: e1 = 0.6667 nm, e2 = 0.2222 nm
gain 0.6667, update 3: e1 = -0.0741 nm, e2 = -0.2222 nm
gain 0.6667, update 4: e1 = 0.0741 nm, e2 = 0.0247 nm
gain 1.0000, update 1: e1 = -4.0000 nm, e2 = -4.0000 nm
gain 1.0000, update 2: e1 = 4.0000 nm, e2 = 4.0000 nm
gain 1.0000, update 3: e1 = -4.0000 nm, e2 = -4.0000 nm
gain 1.0000, update 4: e1 = 4.0000 nm, e2 = 4.0000 nm
gain 1.1000, update 1: e1 = -5.0000 nm, e2 = -4.6000 nm
gain 1.1000, update 2: e1 = 5.7800 nm, e2 = 5.7400 nm
gain 1.1000, update 3: e1 = -6.9140 nm, e2 = -6.9100 nm
gain 1.1000, update 4: e1 = 8.2946 nm, e2 = 8.2942 nm
gain 1.1, largest error after 10 updates = 24.77 nm
error tolerance = 0.1 nm
gain 0.5000: updates to tolerance = 5, largest error then = 0.0625 nm
gain 0.6667: updates to tolerance = 4, largest error then = 0.0741 nm
gain 0.9000: updates to tolerance = 17, largest error then = 0.0901 nm
start (1, 1) nm, gain 1.2, after 20 updates:
  coupling ignored: largest error = 0.0115 nm
  coupling included: largest error = 836.7 nm
start (1, -1) nm, gain 1.5, after 30 updates: largest error = 9.3e-10 nm
verified
```
